# Why the Joy-Luo Stopping Power Can Still Change Sign

A 30 keV beam writes a pattern in a resist that lies on a 100 nm niobium film. The electrons scatter in the film and lose energy, and a simulation of the exposure follows them down to some low energy where it stops. It therefore needs a stopping power $S$, the mean energy loss per unit path length, over several decades of energy. With kinetic energy $E$ and path length $s$,

$$\frac{dE}{ds}=-S(E),$$

so a positive $S$ means loss. The nonrelativistic Bethe formula for electrons is

$$S_{\rm B}(E)=\frac{C}{E}\ln\frac{aE}{J},\qquad C=2\pi e^4NZ .$$

Here $N$ is the number of atoms per volume, $Z$ the atomic number, $J$ the mean excitation energy and $a=1.166$; $e^2$ is in Gaussian form, so that $e^2/r$ is an energy. The logarithm is negative below $J/a$. With the rough value $J=430$ eV for niobium this happens at 369 eV, far above the energies at which one would like to stop.

The Joy-Luo correction replaces $J$ by an energy-dependent value,

$$J'(E)=\frac{J}{1+kJ/E},$$

with a constant $k$ near 0.85. The belief examined here is that this makes the stopping power positive at every energy. It is tempting for a good reason: $J'$ shrinks along with $E$, so the ratio $E/J'$ no longer goes to zero. But a ratio that stays away from zero need not stay above the value at which the logarithm vanishes.

## Where the logarithm comes from

The constant $a$ and the negative sign both have their origin in a high-energy approximation. Take collisions with energy transfer below some $W_c$ as soft and the rest as hard, with $W_c$ well above the excitation energies and well below $E$. For the K shell of niobium, bound by about 19 keV, no such $W_c$ exists at 30 keV, so for these two electrons per atom the formula is used outside its strict range. As the electron slows down, the same happens for the other inner shells in turn.

In the first Born approximation, a transition of energy $\omega$ and oscillator strength $f$ contributes to the loss-weighted cross section

$$\omega\,d\sigma=\frac{\pi e^4}{E}\,f\,\frac{dQ}{Q},\qquad Q=\frac{q^2}{2m},$$

where $q$ is the momentum transfer and $m$ the electron mass. Energy and momentum conservation set the smallest $Q$:

$$Q_{\min}=\left(\sqrt E-\sqrt{E-\omega}\right)^2\simeq\frac{\omega^2}{4E}\qquad(E\gg\omega).$$

At small $Q$ the strength $f$ is the optical one. At larger $Q$ the strength of each transition depends on $Q$, but the sum over all transitions stays equal to $Z$ (the Bethe sum rule). Only the lower limits $Q_{\min}$ differ between transitions, and they lie at small $Q$, so in the sum over transitions $f$ may be kept at its small-$Q$ value throughout. At large $Q$ the target electrons respond as free ones, with energy transfer close to $Q$, so the soft range ends at $Q=W_c$. Integrating up to $W_c$ then gives a term $f\ln(4EW_c/\omega^2)$ for each transition in the sum. The strengths sum to $Z$, and $J$ is defined by $Z\ln J=\sum f\ln\omega$, so the soft part per electron is $\ln(4EW_c/J^2)$.

In hard collisions the target electrons act as free. The two outgoing electrons are identical, so the faster one is called the primary and the transfer $W$ ends at $E/2$. With exchange included, the hard part, in the same units of $\pi e^4/E$, is

$$\int_{W_c}^{E/2}W\left[\frac1{W^2}+\frac1{(E-W)^2}-\frac1{W(E-W)}\right]dW .$$

The first term gives $\ln(E/2W_c)$. In the other two the lower limit may be set to zero, since $W_c\ll E$; they give $1-\ln2$ and $-\ln2$. The sum is $\ln(eE/8W_c)$, where this $e$ is the base of natural logarithms. Adding the soft part removes $W_c$:

$$\ln\frac{4EW_c}{J^2}+\ln\frac{eE}{8W_c}=\ln\frac{eE^2}{2J^2}=2\ln\left(\sqrt{\frac e2}\,\frac EJ\right).$$

Multiplying by $NZ\pi e^4/E=C/(2E)$ gives the Bethe formula with $a=\sqrt{e/2}=1.16582$, rounded to 1.166.

A simple model shows what is lost at low energy. Let each oscillator have its soft range run from the unapproximated $Q_{\min}$ to $\omega$ and its hard range from $\omega$ to $E/2$, and count each range only when it is open. Since

$$\left(\sqrt E-\sqrt{E-\omega}\right)\left(\sqrt E+\sqrt{E-\omega}\right)=\omega,$$

the smaller factor is at most $\sqrt\omega$, so $Q_{\min}\le\omega$ and the soft part is not negative. The hard bracket has the form $x^2+y^2-xy$, which is positive. The model's stopping power is therefore never negative.

For oscillators at 0.4 and 3.0 units of energy, with strength fractions 0.3 and 0.7, the quantity that stands in place of the Bethe logarithm is $+0.338$ at $E=1$ unit. The high-energy logarithm for the same oscillators gives $-0.341$. At $10^3$ and $10^4$ units the two differ by only $5.5\times10^{-4}$ and $5.5\times10^{-5}$. In this model the negative sign comes from using the asymptotic form outside its range.

## The crossing that remains

Insert $J'$ into the logarithm:

$$\frac{aE}{J'}=\frac{aE}{J}\left(1+\frac{kJ}{E}\right)=\frac{a(E+kJ)}{J}.$$

The Joy-Luo stopping power is thus

$$S(E)=\frac CE\ln\frac{a(E+kJ)}{J}.$$

The logarithm is the Bethe logarithm taken at the energy $E+kJ$. Its zero is the Bethe zero moved down by $kJ$:

$$\frac{a(E_0+kJ)}J=1\quad\Longrightarrow\quad E_0=\left(\frac1a-k\right)J .$$

For $k=0.85$,

$$\frac{E_0}{J}=0.85763-0.85=0.00763 .$$

The argument of the logarithm rises with $E$ and tends to $ak$ as $E\to0$. Hence $S>0$ for all $E>0$ if and only if $ak\ge1$, that is $k\ge1/a=0.85763$. With $k=0.85$ one has $ak=0.9911$ and $\ln(ak)=-0.0089$. The logarithm is only slightly negative, but the factor $C/E$ makes the stopping power large and negative as $E$ falls to zero.

For niobium, $0.00763\times430$ eV gives $E_0=3.3$ eV, against 369 eV for the Bethe formula. The correction has removed 365.5 eV of the faulty interval and left the last 3.3 eV.

This remainder is a small difference of nearly equal numbers. Using $\sqrt{e/2}$ in place of 1.166 changes $E_0/J$ to 0.00776. At fixed $a$ and $J$, lowering $k$ by 0.05 raises $E_0$ by $0.05J=21.5$ eV, to 24.8 eV. The crossing is a property of the fitted expression and should not be read as a threshold of the solid.

## Positive is not the same as physical

Write $b=ak$ and $u=aE/J+b$. Then $E=J(u-b)/a$ and

$$S=\frac{Ca}{J}\,\frac{\ln u}{u-b}.$$

The sign of $dS/du$ is the sign of

$$g(u)=\frac{u-b}{u}-\ln u=1-\frac bu-\ln u .$$

Its derivative $g'(u)=(b-u)/u^2$ is negative for $u>b$, and $g(b)=-\ln b$. This leaves three cases.

- For $b<1$, $g$ starts positive and crosses zero once. $S$ rises from $-\infty$, changes sign, and has one maximum.
- For $b=1$, $S$ falls steadily from the finite limit $S(0^+)=Ca/J$.
- For $b>1$, $S$ also falls steadily with energy, but it diverges as $C\ln b/E$ when $E\to0$.

The maximum can be found in closed form. Setting $w=-b/u$ in $\ln u+b/u=1$ gives $we^w=-b/e$. The condition $u>b$ requires $-1<w<0$, which selects the principal Lambert branch $W_0$:

$$u_{\max}=-\frac{b}{W_0(-b/e)},\qquad S_{\max}=\frac{Ca}{J\,u_{\max}} .$$

For the niobium film, $N=55.75$ nm$^{-3}$ and $Z=41$ give $C=2.98\times10^4$ eV$^2$/nm. With $k=0.85$ the maximum is 71 eV/nm at 54 eV. At the critical $k$ there is no maximum, and the limit at zero energy is 81 eV/nm. Raising $k$ slightly more replaces a divergent energy gain by a divergent energy loss. A positive sign alone does not repair the low-energy limit.

## What a simulated electron does

Near the crossing, put $\eta=E-E_0$. The derivative of $S$ has one term proportional to the logarithm, which vanishes there, and one from the slope of the logarithm:

$$S'(E_0)=\frac{Ca}{JE_0}=24.6\ {\rm nm}^{-1},\qquad \frac{d\eta}{ds}\simeq-S'(E_0)\,\eta .$$

The deviation decays as $\exp[-S'(E_0)s]$ from either side. An electron above $E_0$ loses energy towards it; one below gains energy towards it. At $E_0/2$ the formula gives $S=-81$ eV/nm. The electron never reaches $E_0$ in a finite path, and each tenfold reduction of $\eta$ costs

$$\frac{\ln10}{S'(E_0)}=0.094\ {\rm nm}.$$

The divergence is real but weak. In bulk niobium, the path from 30 keV to 50 eV is 3940 nm in this model, far more than the thickness of the film. From 50 eV to within one part in a thousand of $E_0$ takes 0.99 nm more, and to within one part in a million 1.27 nm. For a range calculation with a cutoff at 50 eV, the crossing is harmless.

It is not harmless for a program that runs on without such a cutoff. With small steps the energy settles at $E_0$ and the electron is never stopped; with large steps the calculation can break down. One explicit step of length $h$ near the crossing gives

$$\eta_{n+1}=\left[1-hS'(E_0)\right]\eta_n,$$

which shrinks only if $0<h<2/S'(E_0)=0.081$ nm. With $h=0.5$ nm and a start at 50 eV, the first step gives $50-0.5\times71.0=14.5$ eV. The next energies are $-16.3$ and $-66.1$ eV. At negative $E$ both the logarithm and the factor $1/E$ are negative, so $S$ is positive and the energy keeps falling. After nine steps it has passed $-kJ$, and the logarithm is undefined.

A cutoff $E_c$ prevents this if the electron is stopped at the first energy at or below $E_c$ and if $hS_{\max}<E_c-E_0$. For $E_c=50$ eV and the values used here, the condition is $h<46.7/71.1=0.657$ nm.

## The niobium film beside the model

The density of 8.6 g/cm$^3$ and $J=430$ eV are rough typical values, and $k=0.85$ was not fitted to niobium. The choice of $k$ matters well above the crossing. At 50 eV, with all else fixed, $S$ is 39 eV/nm for $k=0.80$, 71 for $k=0.85$ and 76 for the critical $k$. At 30 keV, by contrast, the whole correction changes the Bethe value by 0.28 percent.

At the crossing itself the picture behind the formula has failed. A free-electron estimate with one to five conduction electrons per atom puts the Fermi energy at 5.3 to 15.6 eV above the band bottom. If $E$ is measured from there, a state at 3.3 eV lies among the filled ones. With five electrons per atom the plasmon energy is 19.6 eV, so a single typical loss would exceed $E_0$, and it is already a large fraction of 50 eV. Continuous slowing down is then a poor description. A target in its ground state cannot give energy to the electron, and at 300 K the scale of thermal exchange is 0.026 eV; the model's gain of 81 eV per nanometre has no such source.

At the beam energy, other omissions are larger than the Joy-Luo correction. The relativistic form of the Bethe formula raises $S$ by 7.9 percent at 30 keV, relative to the nonrelativistic value. Elastic scattering bends the path: at 30 keV a Born estimate with a screened Coulomb potential gives a transport mean free path of about 550 nm. For that potential, treated nonrelativistically, the Born approximation makes this roughly 10 percent too short. Relativistic corrections, left out here, shorten the transport path and are of similar size, so the value is uncertain by some 10 to 15 percent. The path to 50 eV is thus roughly six to eight times longer than the distance over which a 30 keV electron remembers its direction, and that distance is much shorter once the electron has slowed to a few keV. The path length must not be read as a depth.

Losses in the film also fluctuate. Weighting the hard-collision bracket with $W^2$ and integrating from zero to $E/2$ gives $(5/2-3\ln2)E=0.421E$. Over a path $L=100$ nm the variance is therefore

$$\frac{C}{2E}\,(0.421E)\,L=0.210\,CL,$$

or an rms spread of about 790 eV. The mean loss over the same path is $4.38\times100=438$ eV; in the film it is larger, since elastic scattering makes the mean path longer than the film is thick. The spread exceeds the mean because rare hard collisions dominate the variance, and a single mean loss describes individual electrons badly. This estimate treats the target electrons as free and holds $E$ at 30 keV. Binding changes the result in both directions: it forbids transfers smaller than the binding energy of a shell, but distant collisions with the inner shells, and K-shell ionisation with losses above 19 keV, add to the variance. The 790 eV therefore show the size of the spread and are not an accurate value for niobium. The numerical output below lists the values for the film.

## Calculated quantities

```
prefactor a, constant k: 1.166, 0.85
sqrt(e/2): 1.16582
critical k = 1/a: 0.85763
a*k and ln(a*k): 0.99110, -0.00894
crossing E0/J: 0.00763
crossing E0/J with a = sqrt(e/2): 0.00776
oscillator test, mean excitation: 1.639 units
oscillator model log at E = 1 unit: 0.3383
its high-energy log at E = 1 unit: -0.3407
model minus asymptote, size at E = 1e3, 1e4 units: 5.5e-04, 5.5e-05
Nb inputs: Z = 41, density = 8.6 g/cm3, M = 92.9 g/mol, J = 430 eV
atomic density: 55.75 per nm3
C: 2.9778e+04 eV2/nm
Bethe crossing (k = 0): 368.8 eV
shift k*J: 365.5 eV
Joy-Luo crossing E0 (k = 0.85): 3.282 eV
crossing for k = 0.80: 24.78 eV
S at E0/2: -80.93 eV/nm
maximum of S: 71.06 eV/nm at 53.57 eV
S(0+) at critical k: 80.75 eV/nm
S at 50 eV, k = 0.85: 71.04 eV/nm
S at 50 eV, critical k: 75.72 eV/nm
S at 50 eV, k = 0.80: 39.39 eV/nm
slope S'(E0): 24.60 per nm
relaxation length 1/S'(E0): 0.0406 nm
path per decade of approach: 0.0936 nm
beam energy: 30 keV
path from beam energy to 50 eV: 3939.7 nm
path from 50 eV to E0*(1+1e-3): 0.988 nm
path from 50 eV to E0*(1+1e-6): 1.269 nm
stable explicit step below: 0.0813 nm
coarse step: 0.5 nm; first energies: 50.0, 14.5, -16.3, -66.1 eV
coarse steps until log undefined: 9
S at 30 keV, Joy-Luo: 4.378 eV/nm
Joy-Luo change of Bethe S at 30 keV: 0.28 %
relativistic change of Bethe S at 30 keV: 7.94 %
elastic transport mean free path, 30 keV: 549 nm
path to 50 eV / transport path: 7.2
mean loss in 100 nm film: 438 eV
rms straggling in the film: 791 eV
Fermi energy, 1 electron per atom: 5.32 eV
Fermi energy, 5 electrons per atom: 15.56 eV
plasmon energy, 5 electrons per atom: 19.6 eV
thermal energy at 300 K: 0.0259 eV
```
